\section*{Magic widths for suppressing TM lateral leakage in shallow silicon ribs, part 2}

A shallow silicon rib guides a TM-like mode that can leak sideways as a TE slab wave. The layers are normal to $y$, and the rib fills $|x|<W/2$. Fields vary as $\exp(i\beta z-i\omega t)$, with $\beta=k_0N$, $k_0=2\pi/\lambda$ and $\mathbf h=Z_0\mathbf H$, where $Z_0$ is the vacuum impedance. Slab waves have lateral function $g(x)$, vertical profile $\varphi(y)$ (TE) or $\psi(y)$ (TM), and $\kappa=k_0\times$ slab index; $\varepsilon(y)$ is the relative permittivity:
\begin{equation}
\text{TE:}\quad h_y=\varphi g,\quad
E_z=\frac{ik_0\varphi g'}{\kappa^2},\quad
h_z=\frac{i\beta\varphi'g}{\kappa^2}.
\label{eq:te}
\end{equation}
\begin{equation}
\text{TM:}\quad E_y=\frac{\psi g}{\varepsilon},\quad
E_z=\frac{i\beta\psi'g}{\varepsilon\kappa^2},\quad
h_z=-\frac{ik_0\psi g'}{\kappa^2}.
\label{eq:tm}
\end{equation}
These four components are continuous at the walls. Distant metal lids above and below make the orders $n$ discrete. Subscripts of $\varphi$ and $\kappa$ give region (1 core, 2 sides), then order; $\int\varphi_{in}^2\,dy=1$.

In the core, TE order $n$ has $h_y=A_n\varphi_{1n}s_n(x)$, with $s_0=\sin px$ and, for $n\ge1$, $s_n=\sinh\gamma_nx$ with $\gamma_n$ real. The only open channel is the side TE0 wave, $h_y=B_0\varphi_{20}e^{iq(x-W/2)}$ for $x>W/2$, with $q=k_0\sqrt{(n_{\rm TE}^{\rm side})^2-N^2}$. The wall conditions on $h_y$ and $E_z$, projected on $\varphi_{20}$, are
\begin{equation}
B_0=\sum_nO_{0n}A_ns_n(W/2),\qquad
O_{0n}=\int\varphi_{20}\varphi_{1n}\,dy .
\label{eq:hy}
\end{equation}
\begin{equation}
\sum_nO_{0n}\frac{A_ns_n'(W/2)}{\kappa_{1n}^2}-\frac{iqB_0}{\kappa_{20}^2}=S,
\label{eq:ez}
\end{equation}
\begin{equation}
S=\frac{i}{k_0}\int\varphi_{20}\left(E_z^{\rm TM,in}-E_z^{\rm TM,out}\right)dy .
\label{eq:S}
\end{equation}
For etch depth $d$, order counting makes $S$ and, for $n\ge1$, $A_n$ and $O_{0n}$ of order $d$. Dropping the higher orders, with $\theta=pW/2$,
\begin{equation}
B_0\simeq\frac{S\sin\theta}
{\dfrac{p}{\kappa_{10}^2}\cos\theta-\dfrac{iq}{\kappa_{20}^2}\sin\theta}.
\label{eq:B}
\end{equation}
The counting is not a proof, but the error nearly halves with $d$ in the full calculation: a vector solution with all orders of a vertically discretized slab and complex $\beta$. The formula serves to locate zeros of $B_0$, not to predict loss.

\section{Where the leakage vanishes, and how well}

\textbf{Q.} Before you use it, restate what you are carrying over.

\textbf{A.} The rib has width $W$, core thickness $h_1$ and etch depth $d$. Its TM-like mode has $\beta=k_0N$. The core and side slabs have TE0 indices $n_{\rm TE}$ and $n_{\rm TE}^{\rm side}$, both above $N$, and $\kappa_{10}$, $\kappa_{20}$ are $k_0$ times these indices. The lateral TE wavenumbers are $p=k_0\sqrt{n_{\rm TE}^2-N^2}$ in the core and $q$ outside. Symmetry makes $h_y$ odd in $x$. A wall source $S$ of order $d$ excites the TE field $A_0\sin px$ in the core and an outgoing wave of amplitude $B_0$. With $\theta=pW/2$, \eqref{eq:B} gives $B_0\propto S\sin\theta$ up to a relative error of order $d$.

\textbf{Q.} So at which widths does the radiation stop?

\textbf{A.} Where $\sin\theta=0$ with $W>0$, that is $pW/2=m\pi$. The denominator of \eqref{eq:B} is then $\pm p/\kappa_{10}^2$, which is not zero, so $B_0$ does vanish. Solving for the width,
\begin{equation}
W_m=\frac{2\pi m}{p}=\frac{m\lambda}{\sqrt{n_{\rm TE}^2-N^2}},\qquad m=1,2,3,\dots
\label{eq:magic}
\end{equation}
These are the magic widths to leading order in the etch depth.

\textbf{Q.} One full lateral wavelength between the walls sounds like constructive interference.

\textbf{A.} It would be if the walls emitted with equal sign. Let the two slabs be alike to lowest order, with $q=p$ and common $\kappa$. A single wall at $x=W/2$ has continuous $h_y$ and a jump in its slope, so it emits evenly: $h_y=b\,e^{ip|x-W/2|}$ times the profile. The slope is $-ipb$ just inside and $+ipb$ just outside. The condition on $E_z$ then reads
\begin{equation}
\frac{-ipb-ipb}{\kappa^2}=S\quad\Rightarrow\quad b=\frac{i\kappa^2S}{2p}.
\end{equation}
Since $h_y$ is odd, the left wall contributes $-b\,e^{ip|x+W/2|}$. To the right of both walls the sum is
\begin{equation}
b\,e^{ip(x-W/2)}\left(1-e^{ipW}\right)
=-2ib\sin\theta\,e^{i\theta}\,e^{ip(x-W/2)} .
\end{equation}
Its amplitude $-2ib\sin\theta\,e^{i\theta}=(\kappa^2S/p)\sin\theta\,e^{i\theta}$ is what \eqref{eq:B} gives for $p=q$, because there $\cos\theta-i\sin\theta=e^{-i\theta}$. Two opposite emitters cancel outside when the path between them is a whole number of lateral wavelengths. Between the walls the sum is $-2ib\,e^{i\theta}\sin px$, which does not vanish. The TE field is trapped there, not absent.

\textbf{Q.} Your formula contains $N$, which depends on $W$. You have an equation, not a width.

\textbf{A.} A second equation closes it. Keep one TM order, with $C\cos kx$ in the core and $D\,e^{-\gamma(x-W/2)}$ outside. The TM slab indices are $n_1$ in the core and $n_2$ in the sides, so
\begin{equation}
k=k_0\sqrt{n_1^2-N^2},\qquad \gamma=k_0\sqrt{N^2-n_2^2}.
\end{equation}
For a shallow step the two profiles nearly agree. Continuity of $E_y$ gives $C\cos(kW/2)=D$. Continuity of $h_z\propto g'/\kappa^2$ gives $Ck\sin(kW/2)/n_1^2=\gamma D/n_2^2$. Dividing the second by the first,
\begin{equation}
\frac{k}{n_1^2}\tan\frac{kW}{2}=\frac{\gamma}{n_2^2}.
\label{eq:N}
\end{equation}
Equations \eqref{eq:magic} and \eqref{eq:N} together fix $W_m$ and $N$ from slab data.

\textbf{Q.} Put numbers in.

\textbf{A.} Take a 220~nm silicon core etched by 20~nm, with oxide on all sides, at 1550~nm. I use rough indices of 3.476 for silicon and 1.444 for oxide. The slabs then have $n_{\rm TE}=2.8478$, $n_{\rm TE}^{\rm side}=2.7762$, $n_1=2.0533$ and $n_2=1.8942$. The joint solution for $m=1$ has $N=1.9747$, so
\begin{equation}
W_1=\frac{1550\ \text{nm}}{\sqrt{8.1100-3.8994}}
=\frac{1550\ \text{nm}}{2.0520}=755.4\ \text{nm}.
\end{equation}
To verify \eqref{eq:N}: $k/k_0=0.563$ and $kW_1/2=0.861$, so the left side divided by $k_0$ is $0.563\times1.165/4.216=0.156$. The right side is $0.558/3.588=0.156$. For $m=2$ the solution is $N=2.0201$ and $W_2=1544.4$~nm. This is more than twice $W_1$, because the wider rib has a larger $N$ and hence a smaller $p$. The TE ray in the core runs at $\arccos(N/n_{\rm TE})=46^\circ$ to the rib axis for $m=1$.

\textbf{Q.} And the full calculation, which does not know your formula?

\textbf{A.} I located its loss minima by varying the width. They lie at 767.7~nm and 1557.2~nm, about 12 and 13~nm above the design values. On a grid twice as fine the first moves to 767.3~nm. The grid leaves an error of about 1~nm in the first position and 2~nm in the second: with the vertical discretization converged the minima lie at 766.7~nm and 1555.1~nm, both about 11~nm above the design values.

The formula can also be judged apart from the error in $N$. With the mode index and the core TE index both taken from the discretized calculation, \eqref{eq:magic} gives 757.8~nm and 1547.5~nm. The minima exceed these by 1.3\,\% and 0.6\,\%. With the side TE index in place of the core index it gives 797.1~nm and 1631.4~nm, which is too wide by 4 to 5\,\%. The core index is the natural choice because the phase $pW$ builds up in the core.

\textbf{Q.} In nanometres those two excesses are nearly equal. Is that an accident?

\textbf{A.} The terms dropped from \eqref{eq:hy} suggest a reason. Set $B_0=0$ there but keep the higher orders, and write $\theta=m\pi+\delta$ with small $\delta$. Then $\sin\theta\approx(-1)^m\delta$. From \eqref{eq:ez}, to leading order, $A_0\approx(-1)^m\kappa_{10}^2S/p$. The two signs cancel in the product $A_0\sin\theta$, and with $O_{00}\approx1$
\begin{equation}
\delta\approx-\frac{p}{\kappa_{10}^2S}\sum_{n\ge1}O_{0n}A_ns_n(W/2).
\label{eq:delta}
\end{equation}
The ratio $A_n/S$ does not shrink with $d$, while $O_{0n}$ is of order $d$. So $\delta$ is a phase shift of order $d$. It belongs to the evanescent TE field at each wall and does not contain $m$ explicitly. The data give $\delta=\pi\times0.0130=0.041$ for $m=1$ and $2\pi\times0.0063=0.040$ for $m=2$. The corresponding shift in width, $2\delta/p$, is close to 10~nm in both cases. Evaluated with the solved amplitudes and lids 1.25~$\mu$m away, \eqref{eq:delta} gives 0.035 and 0.034. It has the right sign and hardly depends on $m$, but as a leading-order result it is 14\,\% short at this etch and 5\,\% short at 5~nm.

The order in $d$ can be tested. With all else fixed, the first minimum exceeds the formula by 0.67\,\%, 1.30\,\% and 2.39\,\% for etches of 10, 20 and 40~nm. The growth is close to linear.

\textbf{Q.} If the formula is approximate, perhaps the null is too. Higher orders could leave a small residue at every width.

\textbf{A.} For a lossless, mirror-symmetric rib with one open channel they generically do not. Suppose $B_0=0$ and $\beta$ is real. All remaining lateral functions are then real: sines, cosines, hyperbolic functions and decaying exponentials. In \eqref{eq:te} and \eqref{eq:tm} the factor $i$ is common to every $E_z$ term and to every $h_z$ term, and it drops out. The wall conditions become real linear equations for real amplitudes. With a finite number of orders there is one equation more than there are unknowns, because $B_0$ has been removed.

Set one equation aside. The others have a nonzero solution when their determinant vanishes, which fixes a real $\beta(W)$. Inserting that solution into the reserved equation leaves one real function $f(W)$. To leading order $f$ changes sign at $\theta=m\pi$. A small correction can move a sign change but cannot remove it. This is an argument for the generic case, not a proof for every structure.

The numbers agree with it. At the first minimum the computed loss is below $10^{-8}$~dB/cm, which is the numerical floor, against 159~dB/cm midway between the two minima. The amplitude $B_0$, relative to the TM amplitude, changes by a factor $-0.985-0.079i$ from 10~nm below the null to 10~nm above it. A linear crossing would give $-1$.

\textbf{Q.} How do you know that the loss you quote is this TE wave and nothing else?

\textbf{A.} From a power balance. In a leaky mode the power falls as $e^{-2\,{\rm Im}\beta\,z}$. Let $P$ be the power carried along $z$ between the symmetry plane $x=0$ and a distant plane $x=X$. No power crosses $x=0$, where $h_y$ and $h_z$ vanish. Energy conservation then requires
\begin{equation}
2\,{\rm Im}\beta\;P=-\tfrac12\int{\rm Re}(E_zh_y^*)\,dy\Big|_{x=X}
=\frac{k_0}{2}\,{\rm Re}\!\left(\frac{q}{\kappa_{20}^2}\right)|B_0|^2
\left|e^{iq(X-W/2)}\right|^2 .
\end{equation}
I used $E_z=-k_0q\varphi_{20}B_0e^{iq(x-W/2)}/\kappa_{20}^2$ from \eqref{eq:te} and kept the TE0 wave alone on the right; the common factor $1/Z_0$ cancels. At $W=1000$~nm the loss from ${\rm Im}\beta$ is 129.148~dB/cm. The TE0 flux divided by the integrated power gives the same value to all printed digits. The digits test the balance on one grid; with the grid converged the loss itself is 130.2~dB/cm.

\textbf{Q.} What does a fabricated width error cost?

\textbf{A.} The amplitude crosses zero linearly, so the loss grows as the square of the error. At 10~nm below and above the first null it is 0.47 and 0.45~dB/cm. Doubling the error multiplies the mean by 3.995. Farther away the loss is large:
\begin{center}
\begin{tabular}{cc@{\qquad}cc}
$W$ (nm) & dB/cm & $W$ (nm) & dB/cm\\
500 & 312 & 1000 & 129\\
600 & 141 & 1100 & 164\\
800 & 4.5 & 1200 & 147\\
900 & 60 & 1300 & 95
\end{tabular}
\end{center}
These values belong to the 5~nm grid. Converging the grid moves them by up to about 1~dB/cm, and the entry at 800~nm from 4.5 to 4.8. A rib made at the design width of 755.4~nm would be 11.3~nm narrower than the converged null. Scaling the 10~nm value gives about $0.47\times1.13^2\approx0.6$~dB/cm. The slab formula is a good starting point, and a vector calculation should set the final width.

\textbf{Q.} How might a real rib differ from this one?

\textbf{A.} Its etch may be deeper. I tested the formula up to 40~nm, so beyond that I would rely on a vector calculation. Real layers are not uniform in thickness. If core and side are both 5~nm thicker at the same etch depth, the design width rises by 6.7~nm. A rib left at the old width would then lose about $0.46\times0.67^2\approx0.2$~dB/cm.

Other shifts of the design width are of similar size or smaller. A wavelength longer by 20~nm raises it by 6.6~nm at fixed refractive indices; material dispersion is left out. Silicon warmer by 50~K, with a rough coefficient of $1.8\times10^{-4}$ per kelvin, lowers it by 2.4~nm. A wall inclined at $80^\circ$ runs sideways by 3.5~nm over the etch depth. This indicates how uncertain the meaning of $W$ becomes; I did not compute the null for sloping walls. Across 2~$\mu$m of buried oxide the evanescent intensity falls by a factor $3\times10^{-10}$, which suggests that leakage into the substrate is minor. Scattering from rough walls and absorption are not in the model. They remain at the magic width.

\textbf{Q.} When does the cancellation itself fail?

\textbf{A.} When one of its premises does. If the walls differ, or the rib is bent, the mirror symmetry is lost. The amplitudes radiated to left and right are then separate quantities, and one width need not cancel both. If the side slab is thick enough to open a second TE order, that order has its own lateral wavenumber and in general its own set of widths. If $N$ rises above $n_{\rm TE}^{\rm side}$, the channel closes and there is no lateral leakage to cancel.

The parity of the mode matters too. For a TM-like mode with odd $E_y$, $h_y$ is even and the walls emit with equal sign. The outer sum then contains $1+e^{ipW}=2\cos\theta\,e^{i\theta}$, which is largest where $\sin\theta=0$. With $p$ evaluated at that mode's own $N$, its leading-order nulls lie at $pW=(2m-1)\pi$. The widths in \eqref{eq:magic} therefore protect the fundamental mode and not an odd one. In the slab approximation the odd TM-like mode reaches cutoff at $N=n_2$ and $kW=\pi$. In the example this gives $W=\lambda/(2\sqrt{n_1^2-n_2^2})\approx978$~nm, so the mode is absent at $W_1$ but present, and leaky, at $W_2$. The computed values for the example are collected in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
wavelength 1550 nm, core 220 nm, etch 20 nm
refractive index: silicon 3.476, oxide 1.444
TE0 slab index: core 2.8478, side 2.7762
TM0 slab index: core 2.0533, side 1.8942
TE0 overlap across the wall: 0.99815
m=1: design width 755.4 nm with N = 1.9747
m=1: full-vector null 767.7 nm with N = 1.9801
m=1: formula at that N: 757.8 nm (core TE), 797.1 nm (side TE)
m=1: null relative to core-TE formula +1.30 %
TE ray angle to the rib axis 46.1 degrees
m=2: design width 1544.4 nm with N = 2.0201
m=2: full-vector null 1557.2 nm with N = 2.0227
m=2: formula at that N: 1547.5 nm (core TE), 1631.4 nm (side TE)
m=2: null relative to core-TE formula +0.63 %
loss at width 500 nm: 312.028 dB/cm
loss at width 600 nm: 141.016 dB/cm
loss at width 800 nm: 4.549 dB/cm
loss at width 900 nm: 59.671 dB/cm
loss at width 1000 nm: 129.148 dB/cm
loss at width 1100 nm: 163.990 dB/cm
loss at width 1200 nm: 147.380 dB/cm
loss at width 1300 nm: 95.027 dB/cm
loss midway between the nulls, 1162.4 nm: 159.239 dB/cm
loss at first null (numerical floor): 8.2e-10 dB/cm
loss 10 nm below / above first null: 0.4666 / 0.4523 dB/cm
mean loss ratio, 20 nm to 10 nm error: 3.995
TE amplitude ratio across the null: -0.985 -0.079i
source-formula error at width 500 nm, etch 20 / 10 / 5 nm: 20.68 / 11.05 / 5.71 %
source-formula error at width 1000 nm, etch 20 / 10 / 5 nm: 25.90 / 13.70 / 7.03 %
loss at 1000 nm: from beta 129.1480, from TE flux 129.1480 dB/cm
etch 10 nm: null 772.2 nm, off formula +0.67 %
etch 20 nm: null 767.7 nm, off formula +1.30 %
etch 40 nm: null 765.4 nm, off formula +2.39 %
first null on a grid twice as fine: 767.3 nm
width shift, core and side 5 nm thicker: +6.74 nm
width shift, wavelength +20 nm (fixed indices): +6.57 nm
width shift, silicon 50 K warmer (rough 1.8e-04 per K): -2.395 nm
sideways run of one 80-degree wall: 3.53 nm
intensity factor across 2 um buried oxide: 3.3e-10
\end{verbatim}
